\section*{Kleinman–Bylander and semilocal pseudopotentials: where they agree and differ}

\section*{Question}

I generate orbitals with a plane-wave code and use them in VMC and DMC with T-moves. Both codes read the same pseudopotential table. The plane-wave code applies it in Kleinman--Bylander (KB) form; the QMC code applies it in semilocal (SL) form, with a quadrature over a sphere around each ion. I have treated KB as a faster way of evaluating the same operator. Is it the same operator? If not, on which functions do the two agree, how large is the difference, and which Hamiltonian does my DMC energy belong to?

\section*{Answer}

They are different operators. They agree on the atomic reference states from which KB is built, and on a somewhat larger set found below. The QMC code never applies the KB operator: the VMC energy is an expectation value of the SL Hamiltonian, and DMC projects on an effective Hamiltonian built from SL and the trial function, whose ground energy is exactly the SL one in the one-electron spherical case treated below and otherwise generally carries a localization error, which vanishes for an exact trial function. I use Hartree atomic units, one electron, one ion, real radial functions $u(r)=rR(r)$, and one projector per channel. The numbers come from the numerical check.

\subsection*{The two operators}

With $P_l$ the projector on angular momentum $l$,
\begin{equation}
V_{\rm SL}=V_{\rm loc}+\sum_l \Delta V_l(r)P_l,\qquad
V_{\rm KB}=V_{\rm loc}+\sum_{lm}\frac{|\chi_{lm}\rangle\langle\chi_{lm}|}{\Delta_l},
\end{equation}
where $\chi_{lm}=\Delta V_l\phi_lY_{lm}/r$, $\phi_l$ is the nodeless SL eigenstate of energy $\varepsilon_l$, and $\Delta_l=\int\Delta V_l\phi_l^2\,dr\neq0$. The addition theorem $\sum_mY_{lm}(\Omega)Y^*_{lm}(\Omega')=\frac{2l+1}{4\pi}\mathcal P_l(\cos\gamma)$, with $\mathcal P_l$ a Legendre polynomial and $\gamma$ the angle between the directions, turns the nonlocal part of SL into
\begin{equation}
\int\frac{d\Omega'}{4\pi}K(r,\gamma)\,\psi(r,\Omega'),\qquad
K=\sum_l(2l+1)\Delta V_l(r)\mathcal P_l(\cos\gamma).
\label{sphere}
\end{equation}
Only values of $\psi$ at the same radius enter. The QMC code replaces the integral by $\sum_kw_k$ with $\sum_kw_k=1$, and a T-move, which goes to one of the points $k$, keeps $|\mathbf r|$. In one $(l,m)$ channel SL multiplies $u$ by $\Delta V_l(r)$ and has infinite rank, while KB has the kernel $\Delta V_l(r)\phi_l(r)\phi_l(r')\Delta V_l(r')/\Delta_l$, which couples different radii and has rank one.

\subsection*{Where they agree}

Let $D=V_{\rm SL}-V_{\rm KB}$. In one channel, with indices dropped, the KB term gives $\Delta V\phi\,\langle\phi|\Delta V|f\rangle/\Delta$, so
\begin{equation}
Df=\Delta V\,(f-c\phi),\qquad c=\langle\phi|\Delta V|f\rangle/\Delta .
\label{D}
\end{equation}
If $Df=0$, then $f=c\phi$ wherever $\Delta V\ne0$. Conversely, if $f=a\phi$ there, the integral gives $c=a\Delta/\Delta=a$ and $Df=0$. The operators therefore agree on a function exactly when each of its components in a nonlocal channel is proportional to $\phi_l$ where $\Delta V_l\neq0$. This covers $\phi$ itself, so that $H_{\rm KB}\phi=\varepsilon\phi$; it also covers all local channels and any change of $f$ outside the core. For Gaussian $\Delta V$, which never vanishes, the last freedom holds only up to the Gaussian tail.

Among SL eigenstates of a nonlocal channel, $\phi$ is the only member of this set. Suppose $f$ has energy $E\neq\varepsilon$ and $f=a\phi$ on an interval. Both solve the same radial equation there, and subtraction leaves $(E-\varepsilon)a\phi=0$, so $a=0$. Then $f$ and $f'$ vanish at a point and $f\equiv0$.

For expectation values use $\int\Delta V\phi f\,dr=c\Delta$:
\begin{align}
\int\Delta V(f-c\phi)^2dr&=\int\Delta Vf^2dr-2c\,(c\Delta)+c^2\Delta\nonumber\\
&=\int\Delta Vf^2dr-c^2\Delta=\langle f|D|f\rangle .
\label{quad}
\end{align}
The difference is quadratic in the deviation of shape from $\phi$ inside the core. If $\Delta V\ge0$, then $D\ge0$, every Rayleigh quotient of $H_{\rm KB}$ lies at or below that of $H_{\rm SL}$, and the min--max principle puts the $n$th KB level at or below the $n$th SL level. For $\Delta V\le0$ the order reverses; if $\Delta V$ changes sign there is no fixed order.

\subsection*{The atom in an environment}

Add the same spherical local potential $W$ to both Hamiltonians, with normalized eigenstates $\psi_S,\psi_K$ and energies $E_{\rm SL},E_{\rm KB}$. Let $H_{\rm SL}+W$ act to the right in $\langle\psi_K|H_{\rm SL}+W|\psi_S\rangle$, then write it as $H_{\rm KB}+W+D$ and let the first two terms act to the left:
\begin{equation}
(E_{\rm SL}-E_{\rm KB})\langle\psi_K|\psi_S\rangle=\langle\psi_K|D|\psi_S\rangle .
\label{exact}
\end{equation}
For weak $W=\lambda w$, with $\varepsilon$ nondegenerate in both Hamiltonians, put $\psi_X=\phi+\lambda\delta_X+\dots$ ($X=S,K$) with $\langle\phi|\delta_X\rangle=0$. The first-order equation $(H_X-\varepsilon)\delta_X=-Qw\phi$, $Q=1-|\phi\rangle\langle\phi|$, gives $\delta_X=-G_Xw\phi$ with $G_X=Q(H_X-\varepsilon)^{-1}Q$. Since $D\phi=0$ and $D$ is symmetric, only the $\delta$ parts survive on the right of \eqref{exact}, and the overlap is $1+O(\lambda^2)$:
\begin{equation}
E_{\rm SL}-E_{\rm KB}=k_1\lambda^2+O(\lambda^3),\qquad k_1=\langle\delta_K|D|\delta_S\rangle .
\end{equation}

VMC samples $\psi_K^2$ and applies $H_{\rm SL}+W=H_{\rm KB}+W+D$. For an $s$ state, \eqref{D} gives the local energy $E_L=E_{\rm KB}+\Delta V(1-c\phi/\psi_K)$, which equals $E_{\rm KB}$ outside the core and varies inside. Its mean is $E_V=E_{\rm KB}+\langle D\rangle$. Then $(H_{\rm SL}+W-E_V)\psi_K=(D-\langle D\rangle)\psi_K$, and the squared norm $\|D\psi_K\|^2-2\langle D\rangle^2+\langle D\rangle^2$ is the variance,
\begin{equation}
\sigma^2=\int\Delta V^2(\psi_K-c\phi)^2dr-\langle D\rangle^2 .
\label{var}
\end{equation}
An exact KB eigenstate thus has zero variance under SL only if it is also an SL eigenstate, as $\phi$ is for $W=0$. For ground states with $\Delta V\ge0$, min--max and the variational principle give $E_{\rm KB}\le E_{\rm SL}\le E_V$. With $\langle D\rangle=\lambda^2\langle\delta_K|D|\delta_K\rangle+O(\lambda^3)$,
\begin{equation}
E_V-E_{\rm SL}=k_2\lambda^2+O(\lambda^3),\qquad k_2=\langle\delta_K|D|\delta_K-\delta_S\rangle .
\end{equation}
The sign of $k_2$ follows from the resolvent. On the range of $Q$, $G_S^{-1}-G_K^{-1}=D$; multiplying by $G_S$ on one side and $G_K$ on the other gives
\begin{equation}
G_K-G_S=G_SDG_K=G_KDG_S .
\label{res}
\end{equation}
Hence $\delta_K-\delta_S=-G_SDG_Kw\phi=G_SD\delta_K$ and $k_2=\langle D\delta_K|G_S|D\delta_K\rangle\ge0$, because $G_S$ is positive on the range of $Q$ for the ground state. The orbital error is first order in $\lambda$, so the variational penalty has the same order as $E_{\rm SL}-E_{\rm KB}$.

\subsection*{What DMC projects on}

With trial function $\psi_T$ the elements $w_kK(r,\gamma_k)\psi_T(r,\Omega_k)/\psi_T(r,\Omega)$ are either all summed into a local potential (locality approximation), or the positive ones are summed and the negative ones are kept as moves (T-moves). Take one electron, a positive spherical $\psi_T$, zero time step, and the rotationally averaged rule. The ratios equal one. With $K=K^++K^-$ split by sign, the T-move operator is
\begin{equation}
(V_Tf)(r,\Omega)=\int\frac{d\Omega'}{4\pi}\left[K^-f(r,\Omega')+K^+f(r,\Omega)\right].
\end{equation}
On a spherical $f$ this is $f\int K\,d\Omega'/4\pi=\Delta V_s f$, since $\mathcal P_l$ averages to zero for $l>0$; the locality potential is $\Delta V_s(r)$ directly. The nodeless SL $s$ state is therefore an eigenfunction of both effective Hamiltonians, with energy $E_{\rm SL}$. Both are symmetric and have no positive off-diagonal potential elements, so imaginary-time evolution preserves positivity and the ground state is positive. Two positive functions are not orthogonal, so they share an eigenvalue: the DMC energy is $E_{\rm SL}$, even with $\psi_T=\psi_K$, provided $\psi_K$ has no node. For nonspherical or many-electron trial functions the ratios matter, and a localization error generally appears unless $\psi_T$ is the exact SL state. Both effective Hamiltonians still act on $\psi_T$ as $H_{\rm SL}$ does, so zero variance needs an SL eigenstate, not a KB one.

\subsection*{Example: sodium}

The neon-core ccECP leaves one electron, so SL eigenvalues are exact for the pseudo-atom. Channels $l\geq2$ are local, $V_{\rm loc}\to-1/r$, and
\begin{align}
\Delta V_s&=6.234064\,e^{-5.377666r^2}+9.075931\,e^{-1.408414r^2},\\
\Delta V_p&=3.232724\,e^{-1.379949r^2}+2.494079\,e^{-0.862453r^2}
\end{align}
are positive. On a Gauss--Lobatto radial grid, SL and KB both give $\varepsilon_{3s}=-0.1862061$ and $\varepsilon_{3p}=-0.1107468$~Ha, with $\Delta_s=0.024793$ and $\Delta_p=0.005736$~Ha. For $f=\phi+e^{-(r-10)^2}$, $\|Df\|$ is $3\times10^{-17}$~Ha, which is rounding; for $f=r\phi$ it is $0.0947$~Ha\,bohr. The eigenvalues of $D_s$ run from zero, within rounding, to $15.309$~Ha, a value whose last digit depends on the grid and which approaches the supremum $\Delta V_s(0)=6.234+9.076=15.310$~Ha as the grid is refined. In an independent $20s16p$ Gaussian basis the SL $s$ matrix has 11 eigenvalues above $0.1$~Ha, whereas a rank-one matrix has one nonzero eigenvalue.

At $r=1$~bohr, $\Delta V_s=2.24814$ and $\Delta V_p=1.86614$~Ha. For $\psi=1+0.4\mathcal P_1+0.3\mathcal P_2$ at $\cos\theta=0.87972$ the projectors give $2.24814+0.4\times1.86614\times0.87972=2.90481$~Ha. A randomly rotated six-point octahedral rule reproduces this to the asserted $10^{-12}$~Ha: the integrand has degree three, opposite points cancel odd terms, and the rule gives $\langle x^2\rangle=1/3$, $\langle xy\rangle=0$ as on the sphere. The element at $\gamma=\pi$ is $(2.24814-3\times1.86614)/6=-0.55838$~Ha, so T-moves occur even for a spherical trial function.

\paragraph{Free atom.} The $4s$ level is $-0.0712064$~Ha (SL) and $-0.0712116$~Ha (KB). The gap, $5.21\times10^{-6}$~Ha $=0.14$~meV, is $7\times10^{-5}$ of the $4s$ binding energy and has the predicted sign; \eqref{exact} with $W=0$ is tested on it, and the Gaussian basis gives the same three digits.

For a field $Fz$, $zY_{00}=rY_{10}/\sqrt3$, and the second-order energy $-\frac{F^2}{3}\langle r\phi_s|G|r\phi_s\rangle=-\frac12\alpha F^2$, with $G=(H_p-\varepsilon_s)^{-1}$, gives $\alpha=\frac23\langle r\phi_s|G|r\phi_s\rangle$. These resolvents also obey \eqref{res}. Inserting $G_K=G_S+G_KDG_S$ into $G_K=G_S+G_SDG_K$ yields $G_K-G_S=G_SDG_S+G_SDG_KDG_S\ge0$ when $D_p\ge0$ and all KB $p$ levels lie above $\varepsilon_s$. The result is $\alpha_{\rm SL}=174.02$~bohr$^3=25.79$~\AA$^3$ for this one-electron model without core polarization, and $\alpha_{\rm KB}-\alpha_{\rm SL}=0.00039$~bohr$^3$, or $2\times10^{-6}$ of $\alpha$. A finite field and the Gaussian basis give the same difference. By \eqref{quad} this smallness means the $p$ response has nearly the $3p$ shape in the core.

\paragraph{Atom in a harmonic trap.} A model trap $W=\lambda r^2$ with $\omega=0.5$~Ha, $\lambda=\omega^2/2=0.125$~Ha/bohr$^2$, gives
\begin{align}
E_{\rm SL}-E_{\rm KB}&=0.7086432-0.6999358=8.71\times10^{-3}\ {\rm Ha}=237\ {\rm meV},\nonumber\\
E_V-E_{\rm SL}&=0.7264913-0.7086432=1.785\times10^{-2}\ {\rm Ha}=486\ {\rm meV}.\nonumber
\end{align}
Their sum, $2.656\times10^{-2}$~Ha, is $\langle D\rangle$ from \eqref{quad}. The variance is $0.1576$~Ha$^2$ both directly and from \eqref{var}, so $\sigma=0.397$~Ha. The orbitals are close, $1-|\langle\psi_K|\psi_S\rangle|=1.561\times10^{-3}$, yet the penalty exceeds the eigenvalue gap. Expanding $\psi_K$ in SL eigenstates gives $E_V-E_{\rm SL}=\sum_n|a_n|^2(E_n-E_{\rm SL})$ with excited weight $1-(1-1.561\times10^{-3})^2=3.12\times10^{-3}$, so the mean excitation energy of the error is $1.785\times10^{-2}/3.12\times10^{-3}=5.7$~Ha.

The coefficients $k_1=0.5064$ and $k_2=0.5435$~bohr$^4$/Ha are tested against energies at $\lambda_0=10^{-4}$ and $\lambda_0/2$, combined as $8d(\lambda_0/2)/\lambda_0^2-d(\lambda_0)/\lambda_0^2$ to cancel the $\lambda^3$ term of a difference $d$; this gives $0.5063$ and $0.5435$. The trap itself is outside that regime: $|c|=3.33$ rather than near one, and $k_2\lambda^2=0.5435\times0.015625=8.5\times10^{-3}$~Ha is about half the actual penalty. This trap raises the level by $0.7086+0.1862=0.895$~Ha, or 24~eV, and is chosen to magnify the effect; its gaps are not estimates for sodium in a molecule or solid. For $\omega=0.1$~Ha, $\lambda=0.005$~Ha/bohr$^2$, the quadratic formulas give $k_1\lambda^2=1.3\times10^{-5}$~Ha and $k_2\lambda^2=1.4\times10^{-5}$~Ha, both below half a meV.

On a radial grid times six directions, the exact, locality and T-move Hamiltonians all have the ground energy $0.7086432$~Ha, equal to $E_{\rm SL}$ within the asserted $10^{-8}$~Ha. The lowest $p$ and $d$ levels lie higher, at $1.00004$ and $1.31698$~Ha.

\subsection*{Dependence on the local part, and ghosts}

Replace $V_{\rm loc}\to V_{\rm loc}-Ae^{-r^2/2}$ and $\Delta V_s\to\Delta V_s+Ae^{-r^2/2}$. The SL $s$ channel contains only the sum and is unchanged, so any dependence of the KB $s$ levels on $A$ is error. The SL $p$ and $d$ channels do change, and for $A\ge2$~Ha the SL $p$ level in the trap lies below the $s$ level; everything below refers to the $s$ channel alone. From $(H_{\rm loc}-E)\psi=-\chi\langle\chi|\psi\rangle/\Delta$, invert $H_{\rm loc}-E$, project on $\chi$, cancel $\langle\chi|\psi\rangle$ and multiply by $\Delta$:
\begin{equation}
\mathcal F(E)=\Delta+\sum_n\frac{|\langle n|\chi\rangle|^2}{E_n-E}=0,
\end{equation}
where $|n\rangle,E_n$ belong to $H_{\rm loc}$ in that channel (in a box, so the spectrum is discrete) and the weights are taken nonzero. Each term increases with $E$, so $\mathcal F$ rises from $-\infty$ to $+\infty$ between adjacent poles and has one root there. Below $E_0$ it rises from $\Delta$ to $+\infty$, with one root if $\Delta<0$ and none if $\Delta>0$. Since $\varepsilon$ is a root, a lower root, a ghost, exists if and only if $\varepsilon>E_1$ for $\Delta>0$, or $\varepsilon>E_0$ for $\Delta<0$. SL has no such state, because the nodeless solution of a radial equation with a local potential is the lowest. With $\varepsilon=-0.18621$, in Ha:

\begin{center}
\begin{tabular}{rrrrrr}
$A$ & $\Delta$ & $E_0$ & $E_1$ & lowest KB & trap gap\\
$-2$ & $-0.03195$ & $-0.164$ & $-0.066$ & $-0.186$ & $0.0244$\\
$-1$ & $-0.00358$ & $-0.201$ & $-0.077$ & $-4.442$ & $5.04$\\
$-0.5$ & $0.01061$ & $-0.250$ & $-0.088$ & $-0.186$ & $-0.0142$\\
$0$ & $0.02479$ & $-0.347$ & $-0.104$ & $-0.186$ & $0.0087$\\
$2$ & $0.08153$ & $-1.234$ & $-0.170$ & $-0.186$ & $0.573$\\
$2.23$ & $0.08806$ & $-1.367$ & $-0.181$ & $-0.186$ & $0.732$\\
$2.43$ & $0.09373$ & $-1.486$ & $-0.192$ & $-0.255$ & $0.874$
\end{tabular}
\end{center}

The last column is $E_{\rm SL}-E_{\rm KB}$ in the trap. The criterion is asserted for every $A$ scanned. At $A^*=2.33$~Ha, $E_1=\varepsilon$, and $\langle1|\chi\rangle=\langle1|H_{\rm SL}-H_{\rm loc}|\phi\rangle=(\varepsilon-E_1)\langle1|\phi\rangle=0$. Then $|1\rangle$ is itself a KB eigenstate degenerate with $\phi$, and perturbation theory about $\phi$ fails. At $A^*+0.1$ the ghost already lies $0.069$~Ha below $\varepsilon$ while $E_1$ lies only $0.006$~Ha below. The secular equation shows why the ghost falls faster than $E_1$. Put $\eta=\varepsilon-E_1$, $s=\langle1|\phi\rangle$, $x=E-\varepsilon$, and use $\langle n|\chi\rangle=(\varepsilon-E_n)\langle n|\phi\rangle$. Then $\mathcal F=\tilde{\mathcal F}-\eta^2s^2/(\eta+x)$, where $\tilde{\mathcal F}$ omits $n=1$; $\mathcal F(\varepsilon)=0$ gives $\tilde{\mathcal F}(\varepsilon)=\eta s^2$, and $\tilde{\mathcal F}'(\varepsilon)=\sum_{n\ne1}\langle n|\phi\rangle^2=1-s^2$. Linearizing $\tilde{\mathcal F}$ gives $[\eta s^2+(1-s^2)x](\eta+x)=\eta^2s^2$, that is $x[\eta+(1-s^2)x]=0$. To first order in $A-A^*$ the ghost lies at $x=-\eta/(1-s^2)$, deeper than $E_1$ by a factor that is large when $|1\rangle$ overlaps strongly with $\phi$; the program does not compute $s$. At $A=2$ the free atom has no ghost and the correct $3s$ level, yet the lowest $s$ energy in the trap is $0.57$~Ha too low.

For the negative $A$ listed, $\Delta V_s$ changes sign, because $e^{-r^2/2}$ decays more slowly than the original Gaussians while $\Delta V_s(0)$ stays positive. The ordering is then lost: the gap is negative at $A=-0.5$, and at $A=-1$ the eigenvalues of $D$ run from $-0.106$ to $14.3$~Ha. The deep ghost at $A=-1$ goes with small negative $\Delta$: far below $E_0$ the sum in $\mathcal F$ tends to $\langle\chi|\chi\rangle/|E|$, so the root scales as $-\langle\chi|\chi\rangle/|\Delta|$ when $\Delta\to0^-$; at $A=-1$ this asymptote gives only the rough size of the root.

For your calculation, KB orbitals are legitimate trial orbitals, since VMC needs no eigenstates. They belong to another Hamiltonian. In the one-electron ground state with $\Delta V\ge0$ treated here, the price in energy and variance vanishes when their shape in the core is that of $\phi_l$; otherwise it is fixed by the orbital and $H_{\rm SL}$. The split into local and nonlocal parts leaves the SL $s$ channel unchanged, so for an $s$ orbital it enters the price only through the orbital that the KB Hamiltonian produces; in channels without a compensating $\Delta V_l$ a different local part changes $H_{\rm SL}$ itself.

\section*{Calculated quantities}
\begin{verbatim}
ECP l=-1 (n,a,c) in c r^n exp(-a r^2): (-1,4.311678,1.000000) (0,1.549498,-2.083137) (1,1.925689,4.311678)
ECP l=0 (n,a,c) in c r^n exp(-a r^2): (0,5.377666,6.234064) (0,1.408414,9.075931)
ECP l=1 (n,a,c) in c r^n exp(-a r^2): (0,1.379949,3.232724) (0,0.862453,2.494079)
grid: N=240, R=60 bohr
3s SL -0.1862061 KB -0.1862061 Ha
3p SL -0.1107468 KB -0.1107468 Ha
Delta_s 0.024793 Ha, Delta_p 0.005736 Ha
|D f|: f=phi+exp(-(r-10)^2): 3.2e-17 Ha ; f=r*phi: 0.09472 Ha bohr
eigenvalues of D_s: min -2.1e-19 max 15.309 Ha
4s SL -0.0712064 KB -0.0712116 Ha, SL-KB 5.2139e-06 Ha = 0.1419 meV
alpha SL 174.0205 KB 174.0209, KB-SL 0.00039 bohr^3; SL 25.787 Angstrom^3
finite field F=2e-04 au: alpha SL 174.0170, KB-SL 0.00039 bohr^3
trap omega 0.50 Ha, lam 0.1250 Ha/bohr^2, |c| 3.32998
E_KB 0.6999358  E_SL 0.7086432  E_VMC 0.7264913 Ha
E_SL-E_KB 8.7074e-03 Ha = 236.940 meV
E_VMC-E_SL 1.7848e-02 Ha = 485.671 meV; <D> 2.6555e-02 Ha
variance direct 1.57608e-01 formula 1.57608e-01 Ha^2, sigma 0.39700 Ha
1-|<psi_KB|psi_SL>| 1.561e-03
(E_SL-E_KB)/lam^2: formula 0.50640, Richardson lam=1e-4 0.50633 bohr^4/Ha
(E_VMC-E_SL)/lam^2: formula 0.54352, Richardson 0.54346 bohr^4/Ha
Gaussian 20s16p: 3s -0.1862061 3p -0.1107468 4s -0.0712064 Ha
Gaussian: 4s SL-KB 5.2140e-06 Ha; trap E_SL 0.7086824, SL-KB 8.7125e-03 Ha
Gaussian: alpha SL 174.0206, KB-SL 0.00039 bohr^3
Gaussian: eigenvalues of SL s-channel nonlocal matrix above 0.1 Ha: 11
r=1 bohr: dV_s 2.24814 dV_p 1.86614 Ha, cos(theta) 0.87972
SL psi: octahedral rule 2.90480832, projectors 2.90480832 Ha
antipodal element (dV_s-3dV_p)/6 = -0.55838 Ha
trap ground energy: exact 0.7086432 locality 0.7086432 T-move 0.7086432 Ha
trap lowest p 1.00004, d 1.31698 Ha
critical depth A* = 2.3300 Ha
A, Delta, E0loc, E1loc, lowest KB, trap E_SL-E_KB (all Ha), ghost
-2.000 -0.03195  -0.16358  -0.06617   -0.18621   2.435e-02 False
-1.000 -0.00358  -0.20085  -0.07656   -4.44201   5.042e+00 True
-0.500  0.01061  -0.24968  -0.08812   -0.18621  -1.419e-02 False
-0.200  0.01912  -0.30078  -0.09756   -0.18621  -4.191e-04 False
 0.000  0.02479  -0.34678  -0.10431   -0.18621   8.707e-03 False
 2.000  0.08153  -1.23420  -0.17007   -0.18621   5.727e-01 False
 2.230  0.08806  -1.36723  -0.18092   -0.18621   7.316e-01 False
 2.430  0.09373  -1.48598  -0.19189   -0.25513   8.739e-01 True
10.000  0.30849  -6.93463  -2.38143   -6.12233   6.779e+00 True
A=-1 (dV changes sign): D eigenvalues min -0.1059 max 14.3093 Ha
\end{verbatim}
